# Helicity and the Born factor for vector and scalar potentials

**Question.** In first Born approximation, a fast electron scattered through an angle $\theta$ by a weak Coulomb potential has its cross section multiplied by $1-(v/c)^2\sin^2(\theta/2)$, which suppresses backward scattering. Where does this factor come from, and what replaces it if the potential is a Lorentz scalar?

**Answer.** The factor comes from chirality, a property that the electrostatic potential preserves and that ties the spin to the direction of motion as the speed approaches $c$. A Lorentz scalar potential reverses chirality instead, and the factor becomes $1-(v/c)^2\cos^2(\theta/2)$, which suppresses forward scattering.

## The mechanism

Use atomic units, with $\hbar=1$ and the electron mass $m$ written out. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+U(r)\,O .$$

For $O=1$, $U$ is the time component of a Lorentz vector, like the electrostatic energy. This is what "vector potential" means here; no magnetic field is involved. For $O=\beta$, $U$ is a Lorentz scalar and adds to the rest energy. In a basis of two two-component blocks, called right and left,

$$\boldsymbol\alpha=\begin{pmatrix}\boldsymbol\sigma&0\\0&-\boldsymbol\sigma\end{pmatrix},\qquad
\beta=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
\gamma_5=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The eigenvalue of $\gamma_5$ is the chirality. The unit matrix leaves each block in place, so a vector potential keeps chirality. The matrix $\beta$ exchanges the blocks, so a scalar potential reverses it.

Helicity $h=\pm1$ is the sign of the spin projection on the momentum. For a massless electron of positive energy, $E=pc$, the right block obeys $c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\chi$ and has $h=+1$; the left block has $h=-1$. Chirality and helicity then coincide.

Now consider scattering straight back. A central potential conserves the total angular momentum along the incident axis. A plane wave moving along that axis has no orbital angular momentum about it, so the spin projection must be the same before and after. The momentum has reversed, so the helicity must flip. A vector potential cannot flip the helicity of a massless electron, and backward scattering vanishes.

Straight ahead, the same conservation law requires the helicity to be kept. In first order a scalar potential reverses it for a massless electron, so here the forward amplitude vanishes. A finite mass mixes the two chiralities and partly opens both forbidden channels.

## The cross section and its spin factor

Take plane waves $u\,e^{i\mathbf p\cdot\mathbf r}$ in unit volume, with $u^\dagger u=1$. The matrix element is $\tilde U(q)\,u'^\dagger Ou$, where $\tilde U$ is the Fourier transform of $U$. Since $|\mathbf p'|=|\mathbf p|=p$,

$$q^2=|\mathbf p'-\mathbf p|^2=2p^2(1-\cos\theta)=4p^2\sin^2(\theta/2).$$

From $E^2=p^2c^2+m^2c^4$ the speed is $v=dE/dp=pc^2/E$. The density of final states per unit solid angle is $p^2/[(2\pi)^3v]$, and the incident flux is $v$. The golden rule gives

$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{v}\,\frac{p^2}{(2\pi)^3v}\,|\tilde U|^2F
=\frac{p^2}{4\pi^2v^2}|\tilde U|^2F
=\left(\frac{E}{2\pi c^2}\right)^2|\tilde U(q)|^2F,$$

$$F=\sum_{\text{final spins}}|u'^\dagger Ou|^2 .$$

The last form of the prefactor uses $p/v=E/c^2$. Setting $F=1$ defines the reference used for comparison below, called the spin-free expression. It is the Born cross section of a spin-0 particle in the vector potential. For a spin-0 particle the wave equation contains $(E-U)^2-m^2c^4$ in the vector case and $E^2-(mc^2+U)^2$ in the scalar case. The first-order terms are $2EU$ and $2mc^2U$, so a spin-0 particle in the scalar potential scatters only $(mc^2/E)^2$ times the reference, at every angle.

## How much of each chirality a moving electron has

Let $\boldsymbol\sigma\cdot\mathbf p\,\chi_h=hp\,\chi_h$ and write $u_h=(R_h\chi_h,\;L_h\chi_h)$. The upper row of the free Dirac equation is

$$hpc\,R_h+mc^2L_h=E\,R_h,\qquad\text{so}\qquad \frac{L_h}{R_h}=\frac{E-hpc}{mc^2}>0 .$$

Both amplitudes can therefore be taken positive. Squaring, and using $m^2c^4=(E-hpc)(E+hpc)$,

$$\frac{L_h^2}{R_h^2}=\frac{E-hpc}{E+hpc}.$$

With $R_h^2+L_h^2=1$ and $pc/E=v/c$ this becomes

$$R_h^2=\tfrac12\left(1+h\frac vc\right),\qquad L_h^2=\tfrac12\left(1-h\frac vc\right).$$

Reversing the helicity exchanges the amplitudes: $R_-=L_+$ and $L_-=R_+$. Their product measures the mixing:

$$2R_+L_+=\sqrt{1-\frac{v^2}{c^2}}=\frac{mc^2}{E}\equiv\varepsilon .$$

## The overlaps

Let the incident momentum lie along $z$ and the final one in the $xz$ plane. The two-component helicity states are

$$\chi_+=\begin{pmatrix}1\\0\end{pmatrix},\quad
\chi'_+=\begin{pmatrix}\cos(\theta/2)\\\sin(\theta/2)\end{pmatrix},\quad
\chi'_-=\begin{pmatrix}-\sin(\theta/2)\\\cos(\theta/2)\end{pmatrix}.$$

Hence $\chi_+'^\dagger\chi_+=\cos(\theta/2)$ and $\chi_-'^\dagger\chi_+=-\sin(\theta/2)$.

For the vector potential, right combines with right and left with left:

$$\text{keep: }(R_+^2+L_+^2)\cos\tfrac\theta2=\cos\tfrac\theta2,$$

$$\text{flip: }-(R_-R_++L_-L_+)\sin\tfrac\theta2=-2R_+L_+\sin\tfrac\theta2=-\varepsilon\sin\tfrac\theta2 .$$

The final helicities are distinct states, so probabilities add:

$$F_V=\cos^2\tfrac\theta2+\left(1-\frac{v^2}{c^2}\right)\sin^2\tfrac\theta2
=1-\frac{v^2}{c^2}\sin^2\tfrac\theta2 .$$

Strict helicity conservation would give $\cos^2(\theta/2)$ alone. The remaining term is the flip permitted by the mass.

For the scalar potential, $\beta$ combines right with left:

$$\text{keep: }(R_+L_++L_+R_+)\cos\tfrac\theta2=\varepsilon\cos\tfrac\theta2,$$

$$\text{flip: }-(R_-L_++L_-R_+)\sin\tfrac\theta2=-(L_+^2+R_+^2)\sin\tfrac\theta2=-\sin\tfrac\theta2 .$$

The mass factor has moved from the flip to the keep amplitude, so

$$F_S=\left(1-\frac{v^2}{c^2}\right)\cos^2\tfrac\theta2+\sin^2\tfrac\theta2
=1-\frac{v^2}{c^2}\cos^2\tfrac\theta2 .$$

These factors hold for any incident spin. With $\chi_-=(0,1)^T$, the same calculation for incident helicity $-1$ completes the amplitude matrices, whose columns label the incident helicity:

$$A_V=\begin{pmatrix}\cos\frac\theta2&\varepsilon\sin\frac\theta2\\-\varepsilon\sin\frac\theta2&\cos\frac\theta2\end{pmatrix},\qquad
A_S=\begin{pmatrix}\varepsilon\cos\frac\theta2&\sin\frac\theta2\\-\sin\frac\theta2&\varepsilon\cos\frac\theta2\end{pmatrix}.$$

In each matrix the columns are orthogonal and of equal length, so $A^\dagger A=F\,1$. Every superposition of incident helicities gives the same sum.

## Reading the two factors

For $v\ll c$ both factors tend to 1: each helicity state contains nearly equal amounts of both chiralities, and exchanging them changes little. At $90^\circ$ both equal $1-v^2/(2c^2)$. In general $F_S(\theta)=F_V(\pi-\theta)$.

The forward scalar amplitude $\varepsilon$ has a second reading. A uniform scalar potential changes the rest energy $M=mc^2$, and at fixed momentum

$$\frac{\partial}{\partial M}\sqrt{p^2c^2+M^2}=\frac ME=\varepsilon .$$

The faster the electron, the less its energy depends on its rest energy, and the smaller the forward scalar amplitude. It becomes negligible beside the vector one only when $E\gg mc^2$. This reading does not involve spin, and a spin-0 particle has the same forward value $\varepsilon^2$. Relative to that particle the electron's scalar cross section carries $F_S/\varepsilon^2=1+(p/mc)^2\sin^2(\theta/2)$, so spin adds scattering at large angles.

Suppression by $F_S$ does not mean that the cross section has a minimum ahead, because $|\tilde U(q)|^2$ also depends on angle. For the screened potential $U=-Ze^{-r/a}/r$,

$$\tilde U(q)=-\frac{4\pi Z}{q}\int_0^\infty e^{-r/a}\sin(qr)\,dr=-\frac{4\pi Z}{q^2+a^{-2}} .$$

For $qa\gg1$, inserting $q^2=4p^2\sin^2(\theta/2)$ and $E/c^2=p/v$ gives

$$\frac{d\sigma}{d\Omega}=\left[\frac{Z}{2pv\sin^2(\theta/2)}\right]^2F .$$

With $F=F_V$ this is the Coulomb result. With $F=F_S$ and $m\to0$, the factor $\sin^2(\theta/2)$ weakens the forward rise from $1/\sin^4(\theta/2)$ to $1/\sin^2(\theta/2)$ but does not remove it. With finite screening $\tilde U(0)$ is finite, and the massless scalar cross section does vanish at $\theta=0$.

The derivation assumes a weak potential, $Z/v\ll1$ in the Coulomb case. In second order the scalar acts twice; two reversals restore the chirality, so the massless argument no longer forbids forward scattering. The model also leaves out target recoil, target structure and radiation.

## A numerical case

Take round model parameters: kinetic energy 500000 eV, $Z=1$ and $a=0.5$ Å, with the same $U(r)$ used once as a vector and once as a scalar. Adding the rest energy of 510999 eV gives $E=1010999$ eV, so

$$\varepsilon=\frac{510999}{1010999}=0.5054,\qquad \varepsilon^2=0.2555,\qquad \frac vc=\sqrt{1-0.2555}=0.863 .$$

An electron of helicity $+1$ is thus right-chiral with weight $(1+0.863)/2=0.931$ and left-chiral with weight 0.069. The forbidden channel is nearly four times this minority weight. Two equal terms $R_+L_+$ add in the amplitude, so the probability is $4R_+^2L_+^2=4\times0.931\times0.069\approx0.26$.

At $120^\circ$, where $\sin^2(\theta/2)=0.75$,

$$F_V=0.25+0.2555\times0.75=0.442,\qquad F_S=0.2555\times0.25+0.75=0.814 .$$

At $180^\circ$ the vector factor is 0.2555, all of it from helicity flip, while the scalar factor is 1.

For the absolute size at $180^\circ$, the wave number is $p=442.08$ Å$^{-1}$ and the Born parameter is $Z/v=0.0085$, comfortably small. The spin-free value is

$$\left(\frac{Z/v}{2p}\right)^2=\left(\frac{0.0085}{884.2\ \text{Å}^{-1}}\right)^2\approx9.2\times10^{-11}\ \text{Å}^2/\text{sr},$$

or $9.15\times10^{-11}$ Å$^2$/sr with the unrounded parameter. Multiplication by the factors gives $2.34\times10^{-11}$ Å$^2$/sr for the vector ($8.35\times10^{-11}$ bohr$^2$/sr) and $9.15\times10^{-11}$ Å$^2$/sr for the scalar ($3.27\times10^{-10}$ bohr$^2$/sr).

Straight ahead the order is reversed: 3.49 Å$^2$/sr for the vector and 0.893 Å$^2$/sr for the scalar. The scalar value is about a quarter of the vector one, yet far above its own backward value. For these parameters the scalar cross section was tested on a grid of angles and falls throughout from $0^\circ$ to $180^\circ$.

The effect grows with speed. The backward vector factor $1-v^2/c^2$ is 0.98 at 5000 eV, 0.83 at 50000 eV and 0.0086 at 5000000 eV.

A separate test avoids plane-wave overlaps. The radial Dirac equation was integrated for a weak Gaussian potential at the same electron energy, and the cross section was built from its phase shifts. Dividing by the spin-free Born expression at $150^\circ$ gives 0.3055 for the vector, against 0.3053 from the formula, and 0.9504 for the scalar, against 0.9501. At $30^\circ$ and $90^\circ$ the agreement is as close. The agreement for a different potential shape supports the separation into $|\tilde U|^2$ and the factor $F$.

## Computed results

```
INPUTS (round model parameters)
kinetic energy = 500000 eV
potential strength Z = 1 (no unit)
screening length = 0.5 angstrom
INTERMEDIATE VALUES
rest energy = 510999 eV
total energy E = 1010999 eV
momentum times c = 872353 eV
wave number p/hbar = 442.08 1/angstrom
v/c = 0.8629
(v/c)^2 = 0.7445
mc^2/E = 0.5054
(mc^2/E)^2 = 0.2555
Born parameter Z alpha/(v/c) = 0.0085
right-chirality weight, helicity +1 = 0.9314
right-chirality weight, helicity -1 = 0.0686
VECTOR: angle (deg), keep, flip, sum = factor
   0  1.0000  0.0000  1.0000
  60  0.7500  0.0639  0.8139
  90  0.5000  0.1277  0.6277
 120  0.2500  0.1916  0.4416
 180  0.0000  0.2555  0.2555
SCALAR: angle (deg), keep, flip, sum = factor
   0  0.2555  0.0000  0.2555
  60  0.1916  0.2500  0.4416
  90  0.1277  0.5000  0.6277
 120  0.0639  0.7500  0.8139
 180  0.0000  1.0000  1.0000
CROSS SECTIONS (angstrom^2/sr): angle (deg), spin-free, vector, scalar
   0  3.4946e+00  3.4946e+00  8.9277e-01
  60  1.4638e-09  1.1913e-09  6.4641e-10
  90  3.6596e-10  2.2972e-10  2.2972e-10
 120  1.6265e-10  7.1826e-11  1.3237e-10
 180  9.1490e-11  2.3373e-11  9.1490e-11
MAIN RESULTS CONVERTED, 180 deg (bohr^2/sr)
vector = 8.3466e-11
scalar = 3.2672e-10
ENERGY SERIES: kinetic energy (eV), v/c, 1-(v/c)^2
    5000  0.1389  0.9807
   50000  0.4127  0.8297
  500000  0.8629  0.2555
 5000000  0.9957  0.0086
WEAK GAUSSIAN, factor from phase shifts / from formula
angle (deg), vector, formula, scalar, formula
  30  0.9500  0.9501  0.3054  0.3053
  90  0.6277  0.6277  0.6278  0.6277
 150  0.3055  0.3053  0.9504  0.9501
Gaussian depth = 153.3 eV
Gaussian width = 0.00270 angstrom
```
